# Why randomly placed clusters of nuclei delay film closure

Let nuclei grow as discs of equal radius \(r\) on a substrate. Compare two arrangements with the same number \(\rho\) of nuclei per unit area: nuclei placed independently at random (Poisson nuclei), and nuclei gathered in clusters whose centres are placed independently at random. The bare fractions \(V_P\) and \(V_C\) of the two surfaces obey

\[
\ln\frac{V_C(r)}{V_P(r)}=\kappa\,W(r),\qquad W(r)\ge 0. \tag{1}
\]

Here \(\kappa\) is the number of clusters per unit area, and \(W\) is the mean area that one cluster loses because its own discs overlap. The clustered surface is therefore never better covered at equal \(r\), and it is less covered as soon as discs of one cluster overlap with non-zero probability. Overlap between different clusters needs no separate term in (1), because random placement accounts for it through the same exponential rule on both surfaces.

"Slower" here means lower coverage at equal radius, and so more deposition cycles to reach a given coverage. It does not mean a lower covering rate at every moment.

## The model and its bare fraction

All nuclei are present at cycle 0. Each disc grows sideways by \(g\) per cycle, so that \(r=gn\) after \(n\) cycles. A cluster holds a random number \(M\) of nuclei with mean \(m\), arranged independently of all other clusters, and \(\rho=\kappa m\). The substrate is large enough for edges to be ignored.

Pick a point of the substrate and call it the origin. It is bare if no disc covers it. Let \(q(\mathbf x)\) be the probability that a cluster centred at \(\mathbf x\) covers the origin with at least one disc. In a large region of area \(S\), the number \(K\) of clusters has a Poisson distribution of mean \(\kappa S\), and each centre is uniformly distributed. One cluster thus covers the origin with probability

\[
\bar q=\frac1S\int q(\mathbf x)\,d^2x .
\]

The clusters are independent, so all \(K\) of them miss the origin with probability \((1-\bar q)^K\). Averaging over \(K\) gives

\[
V_C=\sum_{K=0}^{\infty}e^{-\kappa S}\frac{(\kappa S)^K}{K!}(1-\bar q)^K
=e^{-\kappa S}e^{\kappa S(1-\bar q)}
=\exp\Big[-\kappa\int q(\mathbf x)\,d^2x\Big].
\]

The integral has a simple meaning. Fix the internal arrangement of a cluster, and let \(U\) be the union of its discs when its centre is at the origin. With its centre moved to \(\mathbf x\), the cluster covers the origin if \(-\mathbf x\) lies in \(U\). The set of such \(\mathbf x\) has the area of \(U\). Averaging over arrangements,

\[
\int q(\mathbf x)\,d^2x=A(r),\qquad V_C=e^{-\kappa A(r)}, \tag{2}
\]

where \(A\) is the mean area of the union of one cluster's discs. Poisson nuclei are the special case of one nucleus per cluster, with \(\kappa\to\rho\) and \(A\to\pi r^2\):

\[
V_P=e^{-\rho\pi r^2}. \tag{3}
\]

## Where the growth is wasted

Let \(c(\mathbf u)\) be the number of discs of one cluster that cover the point \(\mathbf u\). The integral of \(c\) is the summed disc area, with mean \(m\pi r^2\). The union counts each covered point once. The difference is

\[
W=m\pi r^2-A=\Big\langle\int \max(c-1,0)\,d^2u\Big\rangle\ge0 . \tag{4}
\]

A point covered by three discs of the same cluster contributes two units of waste. Dividing (2) by (3) and using \(\rho=\kappa m\),

\[
\ln\frac{V_C}{V_P}=-\kappa A+\kappa m\pi r^2=\kappa W,
\]

which is (1). Both coverages, \(\theta=1-V\), increase with \(r\). Since \(\theta_C\le\theta_P\) at each \(r\), the clustered surface needs at least as large a radius to reach any chosen coverage.

Pairs with a fixed separation \(d\) and random orientation isolate the cause. Up to \(r=d/2\) the partners do not overlap, so \(W=0\). The surface is then covered just as by Poisson nuclei, although its nuclei are plainly paired. For \(d/2<r\), the overlap is a lens made of two circular segments. Each segment is a sector of half-angle \(\alpha=\arccos(d/2r)\) and area \(r^2\alpha\), less a triangle of area \((d/2)\sqrt{r^2-d^2/4}\). Hence

\[
W=2r^2\arccos\frac{d}{2r}-d\sqrt{r^2-\frac{d^2}{4}} .
\]

Take \(d=8\) nm and \(\rho=0.01\ \mathrm{nm^{-2}}\), so that \(\kappa=0.005\ \mathrm{nm^{-2}}\). At \(r=4\) nm both surfaces have the bare fraction \(e^{-0.503}=0.605\). At \(r=8\) nm, \(\alpha=\pi/3\) and \(W=134.0-55.4=78.6\ \mathrm{nm^2}\). The bare fraction is then \(0.134\) for Poisson nuclei and \(0.134\,e^{0.393}=0.198\) for the pairs. The lag begins when partners touch.

## Gaussian clusters

For a cluster with a soft edge, let \(M\) have a Poisson distribution, and let each member be displaced from the centre by a Gaussian of standard deviation \(\sigma\) along each axis. Let \(p(x)\) be the probability that one member of a cluster centred at distance \(x\) lies within \(r\) of the origin. In polar coordinates \((s,\varphi)\) about the origin, the member's probability density is

\[
\frac{1}{2\pi\sigma^2}\exp\Big[-\frac{s^2+x^2-2sx\cos\varphi}{2\sigma^2}\Big].
\]

The integral of \(e^{sx\cos\varphi/\sigma^2}\) over the angle is \(2\pi I_0(sx/\sigma^2)\), with \(I_0\) the modified Bessel function, so

\[
p(x)=\int_0^r\frac{s}{\sigma^2}\,e^{-(s^2+x^2)/2\sigma^2}I_0\!\Big(\frac{sx}{\sigma^2}\Big)ds .
\]

All members miss the origin with probability

\[
\sum_M e^{-m}\frac{m^M}{M!}(1-p)^M=e^{-mp},
\]

and therefore

\[
A(r)=\int\big[1-e^{-mp(x)}\big]d^2x . \tag{5}
\]

For a single member, the argument that led to (2) gives \(\int p\,d^2x=\pi r^2\). The waste is then

\[
W=\int\big[mp-1+e^{-mp}\big]d^2x . \tag{6}
\]

**Early growth.** For \(y\ge0\), \(e^{-y}\le1-y+y^2/2\), so \(W\le\tfrac12m^2\int p^2d^2x\). Let \(f\) be the Gaussian density of a member about its centre. Then \(p\) is the integral of \(f\) over a disc of area \(\pi r^2\), and the Cauchy–Schwarz inequality gives \(p^2\le\pi r^2\int_{\rm disc}f^2\). Integrating over all cluster centres gives another factor \(\pi r^2\):

\[
\int p^2d^2x\le(\pi r^2)^2\int f^2d^2x=\frac{(\pi r^2)^2}{4\pi\sigma^2}=\frac{\pi r^4}{4\sigma^2},
\qquad
W\le\frac{m^2\pi r^4}{8\sigma^2}. \tag{7}
\]

When \(r\ll\sigma\) and \(mr^2\ll2\sigma^2\), \(f\) hardly varies across the disc and \(mp\) is small. Both inequalities then become equalities to leading order. The wasted share \(W/(m\pi r^2)\) starts as \(mr^2/8\sigma^2\), so coverage hardly reveals the clustering while this share is small. The same bound shows that \(W\to0\) at fixed \(r\) as \(\sigma\to\infty\): very wide clusters interpenetrate and cover like Poisson nuclei.

**Late growth.** A cluster with at least one member covers at least one disc. Such clusters have probability \(1-e^{-m}\), so

\[
(1-e^{-m})\pi r^2\le A(r)\le m\pi r^2 .
\]

Let \(r_P\) and \(r_C\) be the radii at which the two surfaces reach the same coverage. Equal exponents mean \(A(r_C)=m\pi r_P^2\). Inserting this in the two bounds gives

\[
1\le\frac{r_C}{r_P}\le\sqrt{\frac{m}{1-e^{-m}}} . \tag{8}
\]

Since \(r=gn\), this is also the ratio of cycle numbers, whatever the value of \(g\). The upper limit is approached in two ways. If \(\sigma\to0\), the members coincide and each non-empty cluster acts as one nucleus. If \(\sigma\) is fixed and \(r\) grows, the union lies inside a disc of radius \(r+R\), where \(R\) is the distance of the farthest member from the centre. As \(R/r\to0\), the union again tends to a single disc.

## A numerical case

Take \(\rho=0.01\ \mathrm{nm^{-2}}\) (\(10^{12}\ \mathrm{cm^{-2}}\)), \(m=4\), \(\kappa=0.0025\ \mathrm{nm^{-2}}\), \(\sigma=3\) nm and \(g=0.1\) nm per cycle. For Poisson nuclei, 90 % coverage requires \(\rho\pi r^2=\ln10=2.303\), or

\[
r_P=\sqrt{\frac{2.303}{0.01\,\pi}}\ \mathrm{nm}=8.56\ \mathrm{nm},
\]

reached at cycle 86. For the clusters, the integral (5) was evaluated by Gauss–Legendre quadrature, and the radius for each coverage was found by numerical root search.

- 50 % coverage: 47 cycles for Poisson nuclei, 69 for clusters, ratio 1.47.
- 90 % coverage: 86 and 146 cycles, ratio 1.70.
- 99 % coverage: 121 and 217 cycles, ratio 1.79.

The ratio rises towards the limit \(\sqrt{4/(1-e^{-4})}=2.02\) from (8), as the late-growth argument requires.

The area budget of one cluster at \(r=8.56\) nm shows where the growth has gone. Its discs have a mean summed area of \(921\ \mathrm{nm^2}\), but their union covers \(385\ \mathrm{nm^2}\). The waste is \(536\ \mathrm{nm^2}\), or 58 % of the sum. The exponent falls from \(2.303\) to \(0.0025\times385=0.963\), and the coverage from 90 % to \(1-e^{-0.963}=62\,\%\). In the terms of (1), \(\kappa W=1.34\), and the bare fraction is larger by the factor \(e^{1.34}=3.8\).

Much earlier, at \(r=1\) nm, the waste is \(0.65\ \mathrm{nm^2}\) out of \(4\pi=12.6\ \mathrm{nm^2}\), about 5 %. The bound (7) gives \(16\pi/72=0.70\ \mathrm{nm^2}\).

The delay depends strongly on the width of the clusters. With \(\rho\), \(m\) and \(g\) held fixed, 90 % coverage takes 164 cycles for \(\sigma=1\) nm, 146 for 3 nm, 102 for 10 nm and 87 for 30 nm. The last value is close to the Poisson result of 86. The separation of two members has variance \(2\sigma^2\) along each axis, so their discs overlap with probability \(1-e^{-(2r)^2/4\sigma^2}=1-e^{-r^2/\sigma^2}\). For \(\sigma=30\) nm this is 8 % per pair at \(r=8.7\) nm. A member has four companions on average, so about 0.33 of them overlap it, each only in part. The wasted share is 4 %, close to \(mr^2/8\sigma^2\).

The lag also biases a density inferred from closure. Someone who saw 90 % coverage at cycle 146 and assumed Poisson nuclei would infer a density too low by the factor \(1.70^2=2.9\), because (3) fixes \(\rho r^2\) at given coverage.

## The covering rate changes order

Differentiating (2) and (3) gives the coverage gained per unit radius:

\[
\frac{d\theta_P}{dr}=2\pi\rho r\,e^{-\rho\pi r^2},\qquad
\frac{d\theta_C}{dr}=\kappa\frac{dA}{dr}\,e^{-\kappa A}.
\]

The factor \(dA/dr\) is the mean length of a cluster's outline that is not buried in its own discs. Burying part of the outline lowers the rate, while leaving more bare substrate raises it. At small \(r\) the first effect wins. By (7), it removes \(\kappa m^2\pi r^3/2\sigma^2\) from the rate to leading order, whereas the extra bare area contributes a term of order \(r^5\).

The order cannot stay that way. Both coverages run from 0 to 1, so

\[
\int_0^\infty\Big(\frac{d\theta_P}{dr}-\frac{d\theta_C}{dr}\Big)dr=0 .
\]

An integrand that starts positive must be negative somewhere later. In the example, numerical differentiation gives rates at \(r=3\) nm of 1.42 % of the substrate per cycle for Poisson nuclei and 0.84 % for clusters. At \(r=10\) nm they are 0.27 % and 0.58 %. The curves cross near cycle 78. A faster gain in coverage late in the process is thus compatible with clustering: the surface is catching up from behind.

## Clusters must be placed at random

Equation (1) rests on independent cluster centres. Without that condition the conclusion can reverse. Put two coincident nuclei on each site of a square lattice of spacing \(a\), so that \(\rho=2/a^2\). Half the growth is wasted from the start. Yet the point farthest from any site is the middle of a lattice square, at distance \(a/\sqrt2\), and at that radius the surface is fully covered. Poisson nuclei of the same density still leave

\[
V_P=\exp\Big(-\frac{2}{a^2}\,\pi\,\frac{a^2}{2}\Big)=e^{-\pi}=0.043
\]

of it bare. The lattice wastes growth within pairs but saves overlap between them, and late in the process the saving is larger.

The reversal does not need coincident partners. I simulated pairs with a Gaussian spread of 2 nm per axis about lattice sites 20 nm apart, on a periodic square of side 4000 nm. The bare fraction is the share of 300,000 random probe points farther than \(r\) from every nucleus. At \(r=6\) nm it is 0.61, against 0.57 for Poisson nuclei of equal density. At \(r=14\) nm it is about 0.0003, against 0.046. The pairs are behind at first and ahead later.

The same kind of simulation, applied to the clusters with a Poisson number of members of mean four and \(\sigma=3\) nm, but centred on the lattice, gives 90 % coverage at cycle 93. Random centres gave 146 and Poisson nuclei 86. The clusters have the same internal waste at each radius in both cases. Single nuclei of the same density on a square lattice need 56 cycles. Most of the gap of 37 cycles between these and the lattice clusters is not due to clustering. As \(\sigma\) grows, lattice clusters with a Poisson number of members turn into Poisson nuclei, and at \(\sigma=10\) nm they already need 86 cycles. About 30 of the 37 cycles are thus the cost of random placement. Measured against Poisson nuclei, the delay is 60 cycles for random centres and about 8 for centres on a lattice (93.3 against 85.6). At fixed \(\rho\) and \(\sigma\), the lattice spacing \(\sqrt{m/\rho}\) grows with \(m\), so clusters with many members leave wide gaps, and a long delay, even on a lattice.

## Beside a real deposition process

The parameters are meant to resemble oxide deposition on a graphite-like basal plane, where nuclei form mainly at defects. A growth of 0.1 nm per cycle is a rough typical size for common oxide processes. The nucleus density varies strongly with surface preparation, and \(10^{12}\ \mathrm{cm^{-2}}\) is a round value. The cluster size and width are assumptions, not properties of a particular sample. If islands grow upward as fast as sideways, they are about 15 nm high at 90 % coverage in the clustered case and 9 nm in the Poisson case. That difference matters when a thin closed film is wanted.

For the values assumed here, regular spacing of defect groups is the largest of the departures computed: in the limit of a perfect lattice it moves the result from 146 to 93 cycles. Defects strung along surface steps are another case. Equation (2) allows clusters of any shape, but neighbouring steps may not be independently placed.

Real surfaces may also continue to nucleate. Suppose \(J\) new nuclei appear per unit area and cycle, at random. A nucleus born at cycle \(t\) has radius \(g(n-t)\) at cycle \(n\), so the mean number of new discs over a point is

\[
\int_0^nJ\pi g^2(n-t)^2dt=\frac{J\pi g^2n^3}{3}.
\]

This is added to the exponent on both surfaces. Births on covered ground may be included without error. Such a nucleus lies within \(gt\) of an older one that was present at cycle 0, and its disc reaches at most \(gt+g(n-t)=gn\) from that older nucleus, so it stays inside the older disc. If it lies on a disc born later, the same argument holds with that disc's age. For an assumed \(J=10^{-5}\ \mathrm{nm^{-2}}\) per cycle, the times to 90 % become 84.4 and 135.8 cycles. The lag shrinks from 60 to 51 cycles, for two reasons. The slower surface gives new nuclei more time to act: at these times they add 0.26 to its exponent, against 0.063 for Poisson nuclei. Its exponent also rises more slowly from cycle to cycle, so a given addition saves more cycles. How much lag survives depends on \(J\): at \(J=10^{-3}\ \mathrm{nm^{-2}}\) per cycle the times are 52 and 56 cycles, and the initial clustering hardly matters.

Two further effects are small here. A seed radius of 0.3 nm brings both closures forward by \(0.3/0.1=3\) cycles and leaves their difference unchanged. Nuclei closer than \(h=0.5\) nm might count as one. Two members of a cluster are that close with probability \(1-e^{-h^2/4\sigma^2}\), and a member has on average \(m\) companions, since \(\langle M(M-1)\rangle/\langle M\rangle=m\) for a Poisson number. Adding nuclei of other clusters,

\[
m\big(1-e^{-h^2/4\sigma^2}\big)+\rho\pi h^2=0.036
\]

close neighbours per nucleus. Merging each close pair removes one disc, which uncovers at most a crescent of area about \(2rh\). At \(r=14.6\) nm the loss of coverage is therefore at most about \(\tfrac12\rho\times0.036\times2rh\), or 0.3 % of the substrate. It is smaller in practice, because other discs cover part of each crescent.

The model leaves out migration of atoms and reshaping of touching islands. Where islands contract on merging, as mobile metals can, the covered area is no longer a union of fixed discs, and (1) does not apply. Within the model, at fixed density and with randomly placed clusters, a surface treatment that spreads the same nuclei from \(\sigma=3\) to 10 nm saves 44 cycles at 90 % coverage.
